# Seebeck Coefficient of a Nondegenerate Monolayer with Constant Relaxation Time: a numerical check

```python
"""
Result under test: a nondegenerate 2D parabolic electron band with constant
relaxation time has S = -(kB/e) * (offset + 2), offset = (Ec-EF)/(kB*T).
At offset = 3 this gives |S| = 5 kB/e.

S: Seebeck coefficient; Ec: band edge; EF: electrochemical potential;
T: temperature; kB: Boltzmann constant; e: positive elementary charge.
Energies in the tests are in units of kB*T. Grid wavevectors are scaled so
that the parabolic kinetic energy is kx**2 + ky**2.
The material parameters are rough values in the regime of monolayer MoS2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import spence

offset = 3.0
temperature = 300.0
hot_temperature = 400.0
mass_ratio = 0.5
degeneracy = 4
satellite_degeneracy = 6
hole_degeneracy = 2
phonon_energy_eV = 0.048
gap_eV = 2.0
satellite_eV = 0.15
nonparabolicity_per_eV = 0.5
sound_speed = 6.7e3
phonon_path = 50e-9
acoustic_mobility = 400e-4

unit_S = const.k / const.e * 1e6
thermal_eV = const.k * temperature / const.e
ideal = offset + 2

# Open-circuit solution of the Boltzmann equation on a wavevector grid.
axis = np.linspace(-7.5, 7.5, 301)
KX, KY = np.meshgrid(axis, axis, indexing="ij")
cell = (axis[1] - axis[0])**2
kinetic = KX**2 + KY**2


def maxwell(z):
    return np.exp(-z)


def fermi(z):
    return 1 / (np.exp(z) + 1)


def grid_current(slope_EF, slope_T, slope_Ec, occupation, tau):
    h = 1e-4

    def local_f(position, kx):
        energy = offset + slope_Ec * position + kx**2 + KY**2
        return occupation((energy - slope_EF * position)
                          / (1 + slope_T * position))

    df_dx = (local_f(h, KX) - local_f(-h, KX)) / (2 * h)
    df_dk = (local_f(0, KX + h) - local_f(0, KX - h)) / (2 * h)
    velocity = 2 * KX
    return -np.sum(velocity * tau * (velocity * df_dx - slope_Ec * df_dk))


def grid_seebeck(occupation, tau, slope_Ec=0.7):
    thermal_part = grid_current(0, 1, slope_Ec, occupation, tau)
    return -thermal_part / grid_current(1, 0, 0, occupation, tau)


def fermi_seebeck(eta):
    F0 = np.log1p(np.exp(eta))
    F1 = -spence(1 + np.exp(eta))
    return -eta + 2 * F1 / F0


grid_ideal = grid_seebeck(maxwell, 1.0)
grid_fermi = grid_seebeck(fermi, 1.0)
full_fermi = fermi_seebeck(-offset)
assert abs(grid_ideal + ideal) < 2e-5
assert abs(grid_seebeck(maxwell, 1.0, -0.4) - grid_ideal) < 2e-5
assert abs(grid_fermi + full_fermi) < 2e-5
assert abs(full_fermi - ideal - np.exp(-offset) / 2) < np.exp(-2 * offset)

# Sheet density: direct state sum against the integrated expression.
mass = mass_ratio * const.m_e
kT = const.k * temperature
band_density = degeneracy * mass * kT / (2 * np.pi * const.hbar**2)
density = band_density * np.log1p(np.exp(-offset))
k_scale_squared = 2 * mass * kT / const.hbar**2
density_sum = (degeneracy * k_scale_squared / (4 * np.pi**2)
               * np.sum(fermi(offset + kinetic)) * cell)
assert abs(density_sum / density - 1) < 1e-8

# Unscreened Coulomb scattering: angular rate and resulting Seebeck value.
angles = (np.arange(200) + 0.5) * 2 * np.pi / 200


def coulomb_rate(energy):
    k = np.sqrt(energy)
    qx = k - k * np.cos(angles)
    qy = -k * np.sin(angles)
    return np.mean((1 - np.cos(angles)) / (qx**2 + qy**2))


assert abs(coulomb_rate(1) / coulomb_rate(4) - 4) < 1e-10
impurity = offset + 3
assert abs(grid_seebeck(maxwell, kinetic) + impurity) < 2e-5


def mean_energy(weight, breakpoint):
    top = quad(lambda x: x * weight(x) * np.exp(-x), 0, 60,
               points=[breakpoint], limit=200)[0]
    bottom = quad(lambda x: weight(x) * np.exp(-x), 0, 60,
                  points=[breakpoint], limit=200)[0]
    return top / bottom


# Isotropic optical-phonon scattering, with an emission threshold.
a = phonon_energy_eV / thermal_eV
N = 1 / np.expm1(a)
tau_ratio = N / (2 * N + 1)
optical_mean = ((2 - (1 - tau_ratio) * (a*a + 2*a + 2) * np.exp(-a))
                / (1 - (1 - tau_ratio) * (1 + a) * np.exp(-a)))
optical_quad = mean_energy(lambda x: x / (N + (N + 1) * (x > a)), a)
assert abs(optical_mean - optical_quad) < 1e-7
optical = offset + optical_mean

# Nonparabolic band: velocities from finite differences of the dispersion.
alpha = nonparabolicity_per_eV * thermal_eV


def kane_energy(kx):
    return (np.sqrt(1 + 4 * alpha * (kx**2 + KY**2)) - 1) / (2 * alpha)


kane_velocity = (kane_energy(KX + 1e-4) - kane_energy(KX - 1e-4)) / 2e-4
kane_weight = kane_velocity**2 * np.exp(-kane_energy(KX))
kane_mean = np.sum(kane_weight * kane_energy(KX)) / np.sum(kane_weight)
kane_shift = kane_mean - 2
assert abs(kane_shift + 2 * alpha) < 30 * alpha**2

# Satellite valleys with the same relaxation time.
d = satellite_eV / thermal_eV
g_ratio = satellite_degeneracy / degeneracy
R = g_ratio * np.exp(-d)
satellite_shift = R * d / (1 + R)
satellite_mean = mean_energy(lambda x: x + g_ratio * max(x - d, 0), d)
assert abs(satellite_mean - 2 - satellite_shift) < 1e-7


# Holes: test the small-correction formula at a gap where it is visible.
def hole_reduction(gap):
    return (hole_degeneracy / degeneracy * np.exp(-(gap - 2 * offset))
            * (gap + 4))


def thermal_window(E):
    return 1 / (4 * np.cosh(E / 2)**2)


test_gap = 12.0
valence_edge = offset - test_gap
hole_ratio = hole_degeneracy / degeneracy
electron_moments = [quad(lambda E: (E - offset) * E**p * thermal_window(E),
                         offset, 60)[0] for p in (0, 1)]
hole_moments = [quad(lambda E: hole_ratio * (valence_edge - E) * E**p
                     * thermal_window(E), -60, valence_edge)[0]
                for p in (0, 1)]
one_band = electron_moments[1] / electron_moments[0]
two_band = ((electron_moments[1] + hole_moments[1])
            / (electron_moments[0] + hole_moments[0]))
# Fermi corrections to the electron conductance are a few percent here.
assert abs((one_band - two_band) / hole_reduction(test_gap) - 1) < 0.05
hole_shift = hole_reduction(gap_eV / thermal_eV)

# Phonon drag: explicit collision sum with hbar = m = kB*T = e = 1.
k = np.linspace(0.05, 8, 80)[:, None, None]
theta = (np.arange(24) * 2 * np.pi / 24)[None, :, None]
theta_out = ((np.arange(24) + 0.5) * 2 * np.pi / 24)[None, None, :]
test_sound, test_tau, test_phonon_tau = 0.1, 2.0, 5.0
perturbed = k * np.cos(theta) * np.exp(-k**2 / 2) * k
qx = k * (np.cos(theta) - np.cos(theta_out))
qy = k * (np.sin(theta) - np.sin(theta_out))
q = np.hypot(qx, qy)
phonon_energy = test_sound * q
emitted_heat = phonon_energy * test_sound * qx / q
absorbed_heat = -phonon_energy * test_sound * (-qx) / q
heat_per_event = 0.5 * (emitted_heat + absorbed_heat)
heat_flux = test_phonon_tau / test_tau * np.sum(
    perturbed * np.mean(heat_per_event, axis=2, keepdims=True))
particle_flux = np.sum(perturbed * k * np.cos(theta))
test_path = test_sound * test_phonon_tau
assert abs(heat_flux / particle_flux
           - test_sound * test_path / test_tau) < 1e-10
drag_uV = sound_speed * phonon_path / (acoustic_mobility * temperature) * 1e6

# Heating at fixed density, including Fermi statistics.
hot_band_density = band_density * hot_temperature / temperature
hot_eta = np.log(np.expm1(density / hot_band_density))
heating_shift = fermi_seebeck(hot_eta) - full_fermi
heating_log = np.log(hot_temperature / temperature)
assert abs(heating_shift - heating_log) < 0.002

print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {thermal_eV*1e3:.3f} meV")
print(f"Band edge above Fermi level: {offset:.1f} kB*T")
print(f"Band edge above Fermi level: {offset*thermal_eV*1e3:.2f} meV")
print(f"Effective mass (rough): {mass_ratio:.2f} electron masses")
print(f"Spin-valley degeneracy: {degeneracy}")
print(f"Sheet density, Fermi statistics: {density/1e4:.3e} cm^-2")
print(f"kB/e: {unit_S:.3f} uV/K")
print(f"Mean kinetic energy in transport: {ideal-offset:.3f} kB*T")
print(f"Ideal Seebeck magnitude: {ideal*unit_S:.2f} uV/K")
print(f"Grid Seebeck coefficient, Maxwell: {grid_ideal*unit_S:.2f} uV/K")
print(f"Grid Seebeck coefficient, Fermi: {grid_fermi*unit_S:.2f} uV/K")
print(f"Formula Seebeck magnitude, Fermi: {full_fermi*unit_S:.2f} uV/K")
print(f"Degeneracy shift: {(full_fermi-ideal)*unit_S:+.2f} uV/K")
print(f"Degeneracy shift: {100*(full_fermi/ideal-1):+.2f} percent")
print(f"Coulomb-limit Seebeck magnitude: {impurity*unit_S:.2f} uV/K")
print(f"Coulomb-limit shift: {(impurity-ideal)*unit_S:+.2f} uV/K")
print(f"Optical phonon energy (rough): {phonon_energy_eV*1e3:.1f} meV")
print(f"Optical phonon energy: {a:.3f} kB*T")
print(f"Optical phonon occupation N: {N:.4f}")
print(f"Optical tau ratio, above/below threshold: {tau_ratio:.4f}")
print(f"Optical-limit mean kinetic energy: {optical_mean:.4f} kB*T")
print(f"Optical-limit Seebeck magnitude: {optical*unit_S:.2f} uV/K")
print(f"Optical-limit shift: {(optical-ideal)*unit_S:+.2f} uV/K")
print(f"Nonparabolicity (rough): {nonparabolicity_per_eV:.2f} eV^-1")
print(f"Nonparabolic shift, grid: {kane_shift*unit_S:+.2f} uV/K")
print(f"Nonparabolic shift, first order: {-2*alpha*unit_S:+.2f} uV/K")
print(f"Satellite-valley offset (rough): {satellite_eV:.2f} eV")
print(f"Satellite spin-valley degeneracy: {satellite_degeneracy}")
print(f"Satellite/main conductance ratio: {R:.5f}")
print(f"Satellite-valley shift: {satellite_shift*unit_S:+.2f} uV/K")
print(f"Band gap (rough): {gap_eV:.2f} eV")
print(f"Hole spin-valley degeneracy: {hole_degeneracy}")
print(f"Hole shift: {-hole_shift*unit_S:+.2e} uV/K")
print(f"Sound speed (rough): {sound_speed/1e3:.2f} km/s")
print(f"Phonon mean free path (rough): {phonon_path*1e9:.1f} nm")
print(f"Acoustic mobility (rough): {acoustic_mobility*1e4:.0f} cm2/Vs")
print(f"Phonon-drag shift: {drag_uV:+.2f} uV/K")
print(f"Higher temperature: {hot_temperature:.0f} K")
print(f"Offset at higher temperature: {-hot_eta:.4f} kB*T")
print(f"Fixed-density heating shift: {heating_shift*unit_S:+.2f} uV/K")
print(f"Heating shift, logarithmic law: {heating_log*unit_S:+.2f} uV/K")
print("all good")
```

Printed output:

```
Temperature: 300 K
Thermal energy: 25.852 meV
Band edge above Fermi level: 3.0 kB*T
Band edge above Fermi level: 77.56 meV
Effective mass (rough): 0.50 electron masses
Spin-valley degeneracy: 4
Sheet density, Fermi statistics: 5.247e+11 cm^-2
kB/e: 86.173 uV/K
Mean kinetic energy in transport: 2.000 kB*T
Ideal Seebeck magnitude: 430.87 uV/K
Grid Seebeck coefficient, Maxwell: -430.87 uV/K
Grid Seebeck coefficient, Fermi: -432.97 uV/K
Formula Seebeck magnitude, Fermi: 432.97 uV/K
Degeneracy shift: +2.10 uV/K
Degeneracy shift: +0.49 percent
Coulomb-limit Seebeck magnitude: 517.04 uV/K
Coulomb-limit shift: +86.17 uV/K
Optical phonon energy (rough): 48.0 meV
Optical phonon energy: 1.857 kB*T
Optical phonon occupation N: 0.1851
Optical tau ratio, above/below threshold: 0.1351
Optical-limit mean kinetic energy: 1.2417 kB*T
Optical-limit Seebeck magnitude: 365.52 uV/K
Optical-limit shift: -65.35 uV/K
Nonparabolicity (rough): 0.50 eV^-1
Nonparabolic shift, grid: -1.98 uV/K
Nonparabolic shift, first order: -2.23 uV/K
Satellite-valley offset (rough): 0.15 eV
Satellite spin-valley degeneracy: 6
Satellite/main conductance ratio: 0.00453
Satellite-valley shift: +2.26 uV/K
Band gap (rough): 2.00 eV
Hole spin-valley degeneracy: 2
Hole shift: -3.56e-28 uV/K
Sound speed (rough): 6.70 km/s
Phonon mean free path (rough): 50.0 nm
Acoustic mobility (rough): 400 cm2/Vs
Phonon-drag shift: +27.92 uV/K
Higher temperature: 400 K
Offset at higher temperature: 3.2938 kB*T
Fixed-density heating shift: +24.79 uV/K
Heating shift, logarithmic law: +24.79 uV/K
all good
```
